# Depolarization Factors of Spheroids and the Shift of Their Drude Resonances

## Problem

A homogeneous spheroid has semi-axes \(a,a,c\), with \(c\) along \(z\), and aspect ratio \(r=c/a\). It is prolate for \(r>1\) and oblate for \(r<1\). Hartree atomic units are used in their Gaussian form, so a charge \(q\) produces the field \(q/R^2\) at distance \(R\).

1. Show that a uniform polarization \(\mathbf P\) produces a uniform field inside the body, with components \(E_i=-4\pi L_iP_i\). Find the depolarization factors \(L_x=L_y\) and \(L_z\) in closed form.
2. Find the sum \(L_x+L_y+L_z\) and prove the result.
3. The spheroid is now a small metal particle with the Drude dielectric function
\[
\varepsilon(\omega)=\varepsilon_b-\frac{\omega_p^2}{\omega^2+i\gamma\omega},
\]
in a lossless host of dielectric constant \(\varepsilon_m\). How do the frequencies of maximum absorption depend on \(r\)? Evaluate them for \(\omega_p=0.3\) hartree, \(\gamma=0.004\) hartree and \(\varepsilon_b=\varepsilon_m=1\).

## A tempting solution

Polarization along axis \(i\) puts opposite charges on the two ends of the body, a distance \(2a_i\) apart. The field is the potential drop between the ends divided by this distance. If a given \(P\) produces the same drop along each axis, then \(L_i\propto 1/a_i\). Requiring the factors to add to one gives
\[
L_z^{\rm guess}=\frac{1/c}{2/a+1/c}=\frac{1}{1+2r}.
\]

For the resonance, take \(\varepsilon_b=\varepsilon_m=1\) and neglect damping. Displace electrons of density \(n\) by \(\xi\) along \(z\). Their charge is \(-1\), so \(P=-n\xi\) and \(E=-4\pi L_zP=4\pi L_zn\xi\). The force on an electron is \(-E=-4\pi L_zn\xi\). With unit electron mass and \(\omega_p^2=4\pi n\), this is an oscillator of frequency \(\omega_z=\omega_p\sqrt{L_z}\). At \(r=3\) the guess gives \(L_z=1/7\) and
\[
\omega_z^{\rm guess}=0.3/\sqrt7=0.113\ \text{hartree}.
\]

The guess has several correct features. It gives \(1/3\) for a sphere, tends to 1 for a flat disc and to 0 for a needle, and its factors sum to one by construction.

## Where it fails

The oscillator argument is sound for this simple case. The fault is the assumption of equal potential drops, which does not follow from Coulomb's law.

A long, thin spheroid shows this. Its cross-section at height \(z\) has area \(\pi a^2(1-z^2/c^2)\). When it is polarized along \(z\), the surface between \(z\) and \(z+dz\) carries \(P\) times the area lost over that step, \(dq=2\pi Pa^2z\,dz/c^2\). Charge at \(|z|\gg a\) can be treated as lying on the axis, and it gives a field \(dq/z^2\) at the centre. The two halves add. The region \(|z|\lesssim a\) only adds a constant of order one to the logarithm below, so the leading term is
\[
|E|\simeq 2\int_a^c\frac{2\pi Pa^2}{c^2}\,\frac{dz}{z}=4\pi P\,\frac{\ln r}{r^2}.
\]
The field falls as \(\ln r/r^2\), whereas the guess falls as \(1/(2r)\). The interior field of a spheroid is uniform, as shown below, so the axial drop is \(2c|E|\simeq 8\pi Pa\ln r/r\), which tends to zero. The transverse drop is \(2a\cdot4\pi L_xP\), which tends to \(4\pi Pa\) because the sum of the factors forces \(L_x\to1/2\) when \(L_z\to0\). The drops of a spheroid are therefore not equal. Its factors must be calculated from the charge distribution.

The correct sum could not reveal the fault. It is one condition on two unknowns, \(L_x\) and \(L_z\), and the ratio between them was assumed.

## The field inside a polarized ellipsoid

It costs no extra work to begin with three semi-axes \(a_1,a_2,a_3\). Consider first an ellipsoid with uniform charge density \(\rho\), and an interior point \(\mathbf x\). Write a source point as \(\mathbf x'=\mathbf x+s\mathbf n\), where \(\mathbf n\) is a unit vector. The volume element is \(s^2\,ds\,d\Omega\), and a unit charge at \(\mathbf x'\) produces the field \(-\mathbf n/s^2\) at \(\mathbf x\). The factors \(s^2\) cancel, leaving
\[
\mathbf E(\mathbf x)=-\rho\int d\Omega\,\mathbf n\,R(\mathbf n),
\]
where \(R(\mathbf n)\) is the distance from \(\mathbf x\) to the surface in direction \(\mathbf n\).

The surface condition \(\sum_j(x_j+Rn_j)^2/a_j^2=1\) is a quadratic equation, \(AR^2+2BR+C=0\), with
\[
A=\sum_j\frac{n_j^2}{a_j^2},\qquad
B=\sum_j\frac{n_jx_j}{a_j^2},\qquad
C=\sum_j\frac{x_j^2}{a_j^2}-1.
\]
Inside the body \(C<0\), so the roots have opposite signs. The distance is the positive one,
\[
R=\frac{-B+\sqrt{B^2-AC}}{A}.
\]
When \(\mathbf n\) is reversed, \(A\) and \(C\) are unchanged and \(B\) changes sign. The square-root term is therefore even in \(\mathbf n\). Multiplied by \(\mathbf n\) it becomes odd, and it integrates to zero. What remains is
\[
E_i=\rho\int d\Omega\,\frac{n_iB}{A}
=\rho\sum_j\frac{x_j}{a_j^2}\int d\Omega\,\frac{n_in_j}{A}.
\]
For \(j\ne i\) the integral vanishes, because reversing \(n_i\) alone changes the sign of the integrand. Thus
\[
E_i=4\pi\rho L_ix_i,\qquad
L_i=\frac1{4\pi}\int d\Omega\,\frac{n_i^2/a_i^2}{\sum_jn_j^2/a_j^2}.
\]

A uniformly polarized body is the limit of two such ellipsoids, with density \(+\rho\) displaced by \(\boldsymbol\delta/2\) and density \(-\rho\) displaced by \(-\boldsymbol\delta/2\). The limit is \(\boldsymbol\delta\to0\) at fixed \(\mathbf P=\rho\boldsymbol\delta\). Adding the two fields gives
\[
E_i=4\pi\rho L_i\left[\left(x_i-\frac{\delta_i}{2}\right)-\left(x_i+\frac{\delta_i}{2}\right)\right]
=-4\pi L_iP_i .
\]
The position has cancelled, so the field is uniform. The minus sign says that it opposes the polarization.

## The sum of the factors

Add the three integrals for \(L_i\) before evaluating any of them. The numerators add to the common denominator:
\[
\sum_iL_i=\frac1{4\pi}\int d\Omega\,
\frac{\sum_in_i^2/a_i^2}{\sum_jn_j^2/a_j^2}
=\frac1{4\pi}\int d\Omega=1.
\]
This holds for any ellipsoid. It expresses Gauss's law: the field of the charged ellipsoid has divergence \(4\pi\rho\sum_iL_i\), which must equal \(4\pi\rho\). For the spheroid, symmetry then gives \(L_x=L_y=(1-L_z)/2\).

## Closed forms

Set \(n_z=u\), so that \(n_x^2+n_y^2=1-u^2\) and \(d\Omega=du\,d\phi\). The azimuthal integral gives \(2\pi\). The integrand is even in \(u\), so the range \(-1\) to \(1\) gives twice the integral from 0 to 1. Multiplying numerator and denominator by \(c^2\) yields
\[
L_z=\int_0^1\frac{u^2\,du}{u^2+r^2(1-u^2)}.
\]
For \(0<u<1\) the integrand decreases as \(r\) grows. Hence elongation lowers \(L_z\) and raises \(L_x\).

**Prolate case.** Let \(e^2=1-1/r^2\). The denominator is \(r^2-(r^2-1)u^2=r^2(1-e^2u^2)\), and \(1/r^2=1-e^2\). Using
\[
\frac{u^2}{1-e^2u^2}=\frac1{e^2}\left[\frac1{1-e^2u^2}-1\right],
\qquad
\int_0^1\frac{du}{1-e^2u^2}=\frac{\operatorname{artanh}e}{e},
\]
we obtain
\[
L_z=\frac{1-e^2}{e^2}\left[\frac{\operatorname{artanh}e}{e}-1\right],\qquad r>1.
\]

**Oblate case.** Let \(e^2=1-r^2\). The denominator is now \(r^2+e^2u^2\), and
\[
\frac{u^2}{r^2+e^2u^2}=\frac1{e^2}\left[1-\frac{r^2}{r^2+e^2u^2}\right],
\qquad
\int_0^1\frac{du}{r^2+e^2u^2}=\frac{1}{re}\arctan\frac er .
\]
Since \(e^2+r^2=1\), the angle with tangent \(e/r\) has sine \(e\). Therefore
\[
L_z=\frac1{e^2}\left[1-\frac re\arcsin e\right],\qquad r<1.
\]

At \(r=1\) the original integral is \(\int_0^1u^2du=1/3\).

**Limits.** For a needle,
\[
\operatorname{artanh}e=\frac12\ln\frac{(1+e)^2}{1-e^2}=\ln[(1+e)r]\simeq\ln 2r,
\]
so \(L_z\simeq(\ln2r-1)/r^2\). The leading term \(\ln r/r^2\) agrees with the thin-spheroid estimate made earlier. For a flat disc, \(e\to1\) and \(\arcsin e\to\pi/2\), so to first order \(L_z\simeq1-\pi r/2\). The guess would give \(1-2r\).

Near the sphere, differentiate the integrand with respect to \(r\) at \(r=1\), where its denominator equals 1:
\[
\left.\frac{dL_z}{dr}\right|_{1}=-2\int_0^1u^2(1-u^2)\,du
=-2\left(\frac13-\frac15\right)=-\frac4{15}.
\]
The guess has slope \(-2/9\), so it is wrong even for a slight deformation.

## The driven metal particle

Assume that the particle is much smaller than the wavelength, has a sharp surface, and responds locally. The incident field is then a uniform field \(E_0e^{-i\omega t}\) across the particle, taken along one principal axis with factor \(L\). Take \(\varepsilon_b\) and \(\varepsilon_m\) real and positive, and \(\gamma>0\).

The potential obeys \(\nabla\cdot(\varepsilon\nabla\varphi)=0\) in the particle and host together. Dividing by the constant \(\varepsilon_m\) turns this into the problem of a body of dielectric constant \(\varepsilon/\varepsilon_m\) in vacuum. Its effective polarization is \(P'=(\varepsilon/\varepsilon_m-1)E_{\rm in}/4\pi\). A uniform \(P'\) produces a uniform interior field, so a uniform solution is consistent:
\[
E_{\rm in}=E_0-4\pi LP'=E_0-L\left(\frac{\varepsilon}{\varepsilon_m}-1\right)E_{\rm in}.
\]
Collecting the terms in \(E_{\rm in}\) and multiplying by \(\varepsilon_m\) gives
\[
E_{\rm in}=\frac{\varepsilon_mE_0}{\varepsilon_m+L(\varepsilon-\varepsilon_m)}.
\]
There is no second solution. The difference \(\psi\) of two solutions would have no incident field and would satisfy \(\int\varepsilon|\nabla\psi|^2d^3x=0\). The imaginary part of this equation makes \(\nabla\psi\) vanish inside the lossy metal, and the real part then makes it vanish outside.

The time-averaged power absorbed per volume is the average of \(E\,\partial_tD/4\pi\):
\[
\frac{1}{8\pi}\operatorname{Re}\left[E_{\rm in}^*(-i\omega\varepsilon E_{\rm in})\right]
=\frac{\omega}{8\pi}\operatorname{Im}\varepsilon\,|E_{\rm in}|^2 .
\]

Now insert the Drude function. Define \(D=\varepsilon_m+L(\varepsilon_b-\varepsilon_m)\). This equals \((1-L)\varepsilon_m+L\varepsilon_b\) and is positive, because \(0<L<1\). The denominator of \(E_{\rm in}\) becomes
\[
D-\frac{L\omega_p^2}{\omega^2+i\gamma\omega}
=D\,\frac{\omega^2-\omega_0^2+i\gamma\omega}{\omega^2+i\gamma\omega},
\qquad
\omega_0^2=\frac{L\omega_p^2}{D}.
\]
Also \(\operatorname{Im}\varepsilon=\omega_p^2\gamma\omega/|\omega^2+i\gamma\omega|^2\). In the absorbed power the factors \(|\omega^2+i\gamma\omega|^2\) cancel. For particle volume \(V\), dividing numerator and denominator by \(\omega^2\) leaves
\[
Q(\omega)=\frac{V|E_0|^2}{8\pi}\,\frac{\varepsilon_m^2\omega_p^2}{D^2}\,
\frac{\gamma}{(\omega^2-\omega_0^2)^2/\omega^2+\gamma^2}.
\]
At fixed \(|E_0|\), the maximum is where the squared term vanishes. Thus, in this model, the absorption peak lies exactly at
\[
\omega_i=\omega_p\sqrt{\frac{L_i}{\varepsilon_m+L_i(\varepsilon_b-\varepsilon_m)}} .
\]
Half maximum occurs where \(|\omega^2-\omega_0^2|=\gamma\omega\). The two positive solutions are \(\sqrt{\omega_0^2+\gamma^2/4}\pm\gamma/2\), so the full width is \(\gamma\). Changing the shape moves the line but leaves its width unchanged.

## How the resonance moves

Writing the result as \(\omega_i^2=\omega_p^2/(\varepsilon_m/L_i+\varepsilon_b-\varepsilon_m)\) shows that \(\omega_i\) increases with \(L_i\). Elongation therefore lowers the axial resonance and raises the transverse one. Flattening does the reverse.

For a sphere, \(L=1/3\) gives \(\omega_s=\omega_p/\sqrt{\varepsilon_b+2\varepsilon_m}\). To find the shift for small \(r-1\), take the logarithmic derivative:
\[
\frac{d\ln\omega}{dL}
=\frac12\,\frac{\varepsilon_m/L^2}{\varepsilon_m/L+\varepsilon_b-\varepsilon_m}
\;\xrightarrow{\;L=1/3\;}\;
\frac92\,\frac{\varepsilon_m}{\varepsilon_b+2\varepsilon_m}.
\]
The changes of the factors are \(-\tfrac4{15}(r-1)\) for \(L_z\) and, from the sum, \(+\tfrac2{15}(r-1)\) for \(L_x\). To first order,
\[
\frac{\Delta\omega_z}{\omega_s}=-\frac65\,\frac{\varepsilon_m}{\varepsilon_b+2\varepsilon_m}(r-1),
\qquad
\frac{\Delta\omega_x}{\omega_s}=+\frac35\,\frac{\varepsilon_m}{\varepsilon_b+2\varepsilon_m}(r-1).
\]
With \(\varepsilon_b=\varepsilon_m=1\) the coefficients are \(-2/5\) and \(+1/5\). These are the maxima for a field along one principal axis. For a tilted field, or for randomly oriented particles, the powers of the axial and transverse lines add. The two maxima are then pulled together, and they merge, when the splitting \(\tfrac35|r-1|\,\omega_s\) is no longer large compared with \(\gamma\). For the values used here the splitting equals \(\gamma\) at \(|r-1|\approx0.04\).

## Numbers

For \(\varepsilon_b=\varepsilon_m=1\), the denominator \(D\) is 1 and \(\omega_i=\omega_p\sqrt{L_i}\). The sphere absorbs at \(0.3/\sqrt3=0.1732\) hartree, or 4.71 eV.

For \(r=3\), \(e^2=8/9\), \(e=0.942809\) and \(\operatorname{artanh}e=1.762747\). The prefactor \((1-e^2)/e^2\) is \(1/8\), so
\[
L_z=\frac18\left(\frac{1.762747}{0.942809}-1\right)=0.1087,
\qquad L_x=\frac{1-0.1087}{2}=0.4456.
\]
The resonances are \(\omega_z=0.3\sqrt{0.1087}=0.0989\) hartree (2.69 eV) and \(\omega_x=0.3\sqrt{0.4456}=0.2003\) hartree (5.45 eV). Relative to the sphere, the shifts are \(-42.9\%\) and \(+15.6\%\). The guessed axial frequency, 0.113 hartree, is about 15% above the correct one.

For \(r=1/3\), \(e\) has the same value, and \(\arcsin e=1.230959\):
\[
L_z=\frac98\left(1-\frac{1.230959}{3\times0.942809}\right)=0.6354 .
\]
The axial resonance rises to 0.2391 hartree (6.51 eV), while the transverse one falls to 0.1281 hartree (3.49 eV).

The same formulas give the following values, with frequencies in hartree.

| \(r\) | guess \(L_z\) | \(L_z\) | \(L_x\) | \(\omega_z\) | \(\omega_x\) |
|---|---|---|---|---|---|
| 1/5 | 0.714 | 0.750 | 0.125 | 0.260 | 0.106 |
| 1/3 | 0.600 | 0.635 | 0.182 | 0.239 | 0.128 |
| 1/2 | 0.500 | 0.527 | 0.236 | 0.218 | 0.146 |
| 1 | 0.333 | 0.333 | 0.333 | 0.173 | 0.173 |
| 2 | 0.200 | 0.174 | 0.413 | 0.125 | 0.193 |
| 3 | 0.143 | 0.109 | 0.446 | 0.099 | 0.200 |
| 5 | 0.091 | 0.056 | 0.472 | 0.071 | 0.206 |

The correct factors also measure the original error. For equal \(P\), the ratio of the axial to the transverse potential drop is \(L_zc/(L_xa)=rL_z/L_x\). At \(r=3\) it is \(3\times0.1087/0.4456=0.73\), not 1.

At \(r=1.1\) the full formula gives shifts of \(-3.83\%\) and \(+1.86\%\), while the linear estimates are \(-4\%\) and \(+2\%\). At \(r=3\) the linear axial estimate would be \(-80\%\), far from the actual \(-42.9\%\), so it should be kept to small deformations.

## Background, host and particle size

When \(\varepsilon_b=\varepsilon_m=1\), the sum of the depolarization factors becomes a sum rule for the frequencies:
\[
\omega_z^2+2\omega_x^2=\omega_p^2(L_z+2L_x)=\omega_p^2 .
\]
It does not carry over to general \(\varepsilon_b\ne\varepsilon_m\), because \(\omega_i^2\) is then no longer proportional to \(L_i\). Take \(\varepsilon_b=4\) and \(\varepsilon_m=2\), with \(\omega_p\) unchanged. The sphere absorbs at \(0.3/\sqrt8=0.1061\) hartree. At \(r=3\),
\[
\omega_z=0.3\sqrt{\frac{0.1087}{2+2(0.1087)}}=0.0664\ \text{hartree},
\]
and the same formula with \(L_x\) gives \(\omega_x=0.1178\) hartree. The quantity \((\omega_z^2+2\omega_x^2)/\omega_p^2\) is 0.357 here, but 0.375 for the sphere.

The particle volume does not enter \(\omega_i\), but it decides whether the model applies. Let every spheroid in the table have the volume of a sphere of radius 40 bohr. Then \(a=40r^{-1/3}\) bohr and \(c=40r^{2/3}\) bohr. With the speed of light \(c_0\simeq137\) in atomic units, the largest value of \(\omega\) times the longest semi-axis divided by \(c_0\), using the higher resonance of each particle, is 0.18. Treating the incident field as uniform is then a reasonable leading approximation. For larger particles, retardation and radiation add shifts and broadening that are absent here. For very small ones, the local dielectric function and the sharp surface become doubtful, and \(\gamma\) may itself depend on size and shape. A radius of 40 bohr, about 2 nm, is already small in this sense. For free electrons with \(n=\omega_p^2/4\pi\), the Fermi velocity is \(v_F=(3\pi^2n)^{1/3}\simeq0.60\). The rate \(v_F/R\) at which electrons meet the surface is then about 0.015 hartree, larger than the \(\gamma\) used here. At this size the incident field is uniform to good accuracy, but the bulk value of \(\gamma\) should not be expected to give the linewidth. The peak positions are not secure either. The induced charge is spread over a length of order \(v_F/\omega_p\simeq2\) bohr, which is 5% of the radius, so nonlocal response can move the resonance by several per cent, more than \(\gamma\). The short semi-axes at the ends of the table, about 14 bohr at \(r=1/5\) and 23 bohr at \(r=5\), are smaller than this radius. The tabulated frequencies are those of the local model.
